# Charge-transfer excitations in adiabatic semilocal and hybrid TDDFT at long range: verification in Python

```python
"""Charge-transfer (CT) excitation in adiabatic TDDFT with exact-exchange fraction c.

Result under test: Omega = (LUMO - HOMO) - c/R + O(R^-3) for a neutral donor and
a neutral acceptor at distance R. For c = 0 the kernel correction to the gap is
exponentially small. The interacting system has I - A - 1/R + O(R^-3).

Model in Hartree atomic units, one dimension: electron repulsion
w(x) = 1/sqrt(x^2 + 1); donor potential -2 w(x) with two electrons; acceptor
potential -kappa^2 sech^2(kappa (x-R)), empty. I = donor ionization energy,
A = acceptor affinity. Exchange: fraction c exact, fraction 1-c LDA.
Grid functions are expanded in sinc functions; coefficients = sqrt(step)*orbital.
"""
import numpy as np
from scipy.constants import value
from scipy.integrate import simpson
from scipy.linalg import eigh, cholesky, solve_triangular
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import k0, iti0k0

STEP, MARGIN, KAPPA = 0.4, 12.0, 0.8
EV = value("Hartree energy in eV")
DISTANCES = (10.0, 20.0, 30.0)
FRACTIONS = (0.0, 0.25, 0.5, 1.0)


def lda_potential(n):
    return -iti0k0(np.pi * n)[1] / np.pi


def lda_kernel(n):
    return -k0(np.pi * np.maximum(n, 1e-60))


def build(R, donor=True, acceptor=True):
    """Grid, one-electron Hamiltonian and repulsion matrix."""
    count = int(round((R + 2 * MARGIN) / STEP)) + 1
    x = -MARGIN + STEP * np.arange(count)
    d = np.subtract.outer(np.arange(count), np.arange(count))
    safe = np.where(d == 0, 1, d)
    kinetic = np.where(d == 0, np.pi**2 / 6, (1.0 - 2 * (d % 2)) / safe**2)
    v = np.zeros(count)
    if donor:
        v -= 2 / np.sqrt(x**2 + 1)
    if acceptor:
        v -= KAPPA**2 / np.cosh(KAPPA * (x - R))**2
    h1 = kinetic / STEP**2 + np.diag(v)
    return x, h1, 1 / np.sqrt((STEP * d)**2 + 1)


def ground_state(h1, W, c):
    """Self-consistent orbitals with both electrons in the lowest orbital."""
    F = h1.copy()
    old = np.zeros(len(h1))
    for _ in range(400):
        e, C = eigh(F)
        p = C[:, 0]**2
        new_F = h1 + np.diag(2 * W @ p + (1 - c) * lda_potential(2 * p / STEP))
        new_F -= c * np.outer(C[:, 0], C[:, 0]) * W
        if np.max(abs(p - old)) < 1e-12:
            return eigh(new_F)
        old = p
        F = 0.6 * F + 0.4 * new_F
    raise AssertionError("self-consistency not reached")


def response(e, C, W, c):
    """Lowest singlet of the response problem and its key matrix elements."""
    occ, V = C[:, 0], C[:, 1:]
    pair = occ[:, None] * V
    hartree = 2 * pair.T @ W @ pair
    f = lda_kernel(2 * occ**2 / STEP) / STEP
    local = 2 * pair.T @ (f[:, None] * pair)
    direct = V.T @ ((W @ occ**2)[:, None] * V)
    A = np.diag(e[1:] - e[0]) + hartree + (1 - c) * local - c * direct
    B = hartree + (1 - c) * local - c * hartree / 2
    L = cholesky(A - B, lower=True)
    squares, Z = eigh(L.T @ (A + B) @ L)
    z = Z[:, 0]
    weight = (L @ z)[0] * solve_triangular(L.T, z, lower=False)[0]
    return np.sqrt(squares[0]), weight, hartree[0, 0], local[0, 0], direct[0, 0]


def linearized_omega(h1, W, c, e0, occ):
    """Frequency from numerical differentiation of the time-dependent equation."""
    eta, unit = 1e-5, np.eye(len(occ))

    def rate(psi):
        p = abs(psi)**2
        field = (2 - c) * (W @ p) + (1 - c) * lda_potential(2 * p / STEP)
        return h1 @ psi + (field - e0) * psi

    start = occ[:, None]
    real = (rate(start + eta * unit) - rate(start - eta * unit)) / (2 * eta)
    imag = (rate(start + 1j * eta * unit) - rate(start - 1j * eta * unit))
    imag = (imag / (2j * eta)).real
    squares = np.sort(np.linalg.eigvals(imag @ real).real)
    assert abs(squares[0]) < 1e-5      # change of the global phase
    return np.sqrt(squares[1])


def interacting_singlets(h1, W, k):
    """Lowest singlets of the interacting two-electron Hamiltonian."""
    m = len(h1)

    def act(vector):
        M = vector.reshape(m, m)
        S = (M + M.T) / 2
        HS = h1 @ S
        return (HS + HS.T + W * S + 10 * (M - S)).ravel()

    seed = np.random.default_rng(1).normal(size=(m, m))
    op = LinearOperator((m * m, m * m), matvec=act, dtype=float)
    E, Y = eigsh(op, k=k, which="SA", ncv=40, tol=1e-9,
                 v0=(seed + seed.T).ravel())
    order = np.argsort(E)
    return E[order], Y[:, order].T.reshape(k, m, m)


# LDA exchange potential and kernel against the uniform-gas exchange energy
u = np.linspace(0, 400, 200001)


def gas_exchange(n):
    return -n**2 / 2 * simpson(np.sinc(n * u / 2)**2 / np.sqrt(u**2 + 1), x=u)


n0, dn = 0.5, 0.02
g = [gas_exchange(n0 + s * dn) for s in (-1, 0, 1)]
v_num, f_num = (g[2] - g[0]) / (2 * dn), (g[2] - 2 * g[1] + g[0]) / dn**2
assert abs(v_num - lda_potential(n0)) < 5e-4   # finite-difference error
assert abs(f_num - lda_kernel(n0)) < 1e-3      # finite-difference error
print(f"acceptor kappa = {KAPPA} 1/bohr, grid step = {STEP} bohr")
print(f"LDA v_x(n=0.5): numeric {v_num:.4f}, formula {lda_potential(n0):.4f} Ha")
print(f"LDA f_x(n=0.5): numeric {f_num:.4f}, formula {lda_kernel(n0):.4f} Ha bohr")

# Separate fragments
_, hA, _ = build(0.0, donor=False)
affinity = -eigh(hA, eigvals_only=True)[0]
assert abs(affinity - KAPPA**2 / 2) < 1e-6
_, hD, WD = build(0.0, acceptor=False)
cation = eigh(hD, eigvals_only=True)[0]
neutral = interacting_singlets(hD, WD, 1)[0][0]
ionization = cation - neutral
print(f"donor: E(2 electrons) = {neutral:.5f} Ha, E(1) = {cation:.5f} Ha")
print(f"I = {ionization:.5f} Ha, A = {affinity:.5f} Ha")
print(f"I - A = {ionization - affinity:.5f} Ha")
homo = {}
for c in FRACTIONS:
    homo[c] = ground_state(hD, WD, c)[0][0]
    print(f"isolated donor, c={c:.2f}: HOMO = {homo[c]:.5f} Ha")

# Response calculations for the pair
omega, gaps, worst = {}, {}, 0.0
print("pair: gap and Omega in Ha; last column R*(gap-Omega) in Ha bohr")
for c in FRACTIONS:
    for R in DISTANCES:
        x, h1, W = build(R)
        e, C = ground_state(h1, W, c)
        assert np.sum(C[x > R / 2, 0]**2) < 1e-3
        assert np.sum(C[x > R / 2, 1]**2) > 0.99
        w_ct, weight, _, _, J = response(e, C, W, c)
        assert weight > 0.95
        gap = e[1] - e[0]
        omega[c, R], gaps[c, R] = w_ct, gap
        assert abs(gap - (-affinity - homo[c])) < 4 / R**3
        if c == 0:
            assert abs(gap - w_ct) < (1e-4 if R < 15 else 1e-7)
        else:
            assert abs(R * (gap - w_ct) - c) < 5 * c / R**2
        if R == DISTANCES[0]:
            other = linearized_omega(h1, W, c, e[0], C[:, 0])
            worst = max(worst, abs(other - w_ct))
        if c == 0.25:
            spread = np.sum(x**2 * C[:, 0]**2) + np.pi**2 / (12 * KAPPA**2)
            series = 1 / R + (spread - 0.5) / R**3
            assert abs(J - series) < 30 / R**5     # next order of the series
            print(f"  (ii|aa) = {J:.6f}, 1/R = {1/R:.6f}, series {series:.6f} Ha")
        print(f"c={c:.2f} R={R:.0f}: {gap:.5f} {w_ct:.5f} {R*(gap-w_ct):.5f}")
assert worst < 2e-6                                # finite-difference error
print(f"max |Omega - linearized equation| at R=10: {worst:.1e} Ha")

# Exponential decay of the semilocal kernel elements
print("c=0 kernel elements 2(ia|w|ia), 2(ia|f_x|ia) in Ha")
elements = []
for R in (8.0, 12.0, 16.0):
    _, h1, W = build(R)
    e, C = ground_state(h1, W, 0.0)
    _, _, har, loc, _ = response(e, C, W, 0.0)
    elements.append((har, abs(loc)))
    print(f"R={R:.0f}: {har:.2e}, {loc:.2e}; (1/R)/|f_x part| = {1/R/abs(loc):.1e}")
for near, far in zip(elements, elements[1:]):
    assert far[0] < 0.01 * near[0] and far[1] < 0.01 * near[1]

# Interacting two-electron reference
exact = {}
for R in DISTANCES:
    x, h1, W = build(R)
    E, states = interacting_singlets(h1, W, 2)
    moved = 2 * np.sum(states[1][x > R / 2]**2)
    assert abs(moved - 1) < 0.02
    exact[R] = E[1] - E[0]
    limit = ionization - affinity - 1 / R
    assert abs(exact[R] - limit) < 5 / R**3
    print(f"interacting R={R:.0f}: {exact[R]:.5f} Ha, I-A-1/R = {limit:.5f} Ha")

# Coefficient of -1/R from the excitation energies alone
inverse = 1 / 20 - 1 / 30
for c in FRACTIONS:
    slope = (omega[c, 30.0] - omega[c, 20.0]) / inverse
    assert abs(slope - c) < 0.02                   # R^-3 terms
    print(f"1/R coefficient from R=20,30, c={c:.2f}: {slope:.4f} Ha bohr")
slope = (exact[30.0] - exact[20.0]) / inverse
assert abs(slope - 1) < 0.02
print(f"1/R coefficient, interacting: {slope:.4f} Ha bohr")

R = 10.0
print(f"R=10: interacting {exact[R]*EV:.3f} eV, 1/R = {EV/R:.3f} eV")
for c in FRACTIONS:
    print(f"R=10, c={c:.2f}: Omega = {omega[c, R]*EV:.3f} eV, "
          f"error {(omega[c, R]-exact[R])*EV:.3f} eV")
print(f"LDA HOMO too high by {(homo[0.0]+ionization)*EV:.3f} eV")
print("finished without a failed check")
```

Printed output:

```
acceptor kappa = 0.8 1/bohr, grid step = 0.4 bohr
LDA v_x(n=0.5): numeric -0.4485, formula -0.4485 Ha
LDA f_x(n=0.5): numeric -0.1952, formula -0.1951 Ha bohr
donor: E(2 electrons) = -2.23826 Ha, E(1) = -1.48344 Ha
I = 0.75482 Ha, A = 0.32000 Ha
I - A = 0.43482 Ha
isolated donor, c=0.00: HOMO = -0.46735 Ha
isolated donor, c=0.25: HOMO = -0.53739 Ha
isolated donor, c=0.50: HOMO = -0.60790 Ha
isolated donor, c=1.00: HOMO = -0.75025 Ha
pair: gap and Omega in Ha; last column R*(gap-Omega) in Ha bohr
c=0.00 R=10: 0.14946 0.14946 0.00002
c=0.00 R=20: 0.14759 0.14759 -0.00000
c=0.00 R=30: 0.14742 0.14742 0.00000
  (ii|aa) = 0.101817, 1/R = 0.100000, series 0.101738 Ha
c=0.25 R=10: 0.21949 0.19401 0.25479
  (ii|aa) = 0.050220, 1/R = 0.050000, series 0.050217 Ha
c=0.25 R=20: 0.21764 0.20508 0.25113
  (ii|aa) = 0.033398, 1/R = 0.033333, series 0.033398 Ha
c=0.25 R=30: 0.21747 0.20912 0.25049
c=0.50 R=10: 0.28998 0.23897 0.51009
c=0.50 R=20: 0.28814 0.26302 0.50231
c=0.50 R=30: 0.28797 0.27127 0.50100
c=1.00 R=10: 0.43229 0.33006 1.02237
c=1.00 R=20: 0.43049 0.38025 1.00480
c=1.00 R=30: 0.43032 0.39692 1.00205
max |Omega - linearized equation| at R=10: 6.0e-09 Ha
c=0 kernel elements 2(ia|w|ia), 2(ia|f_x|ia) in Ha
R=8: 2.92e-04, -3.19e-04; (1/R)/|f_x part| = 3.9e+02
R=12: 4.40e-07, -4.46e-07; (1/R)/|f_x part| = 1.9e+05
R=16: 7.00e-10, -6.30e-10; (1/R)/|f_x part| = 9.9e+07
interacting R=10: 0.33421 Ha, I-A-1/R = 0.33482 Ha
interacting R=20: 0.38478 Ha, I-A-1/R = 0.38482 Ha
interacting R=30: 0.40148 Ha, I-A-1/R = 0.40149 Ha
1/R coefficient from R=20,30, c=0.00: -0.0104 Ha bohr
1/R coefficient from R=20,30, c=0.25: 0.2421 Ha bohr
1/R coefficient from R=20,30, c=0.50: 0.4947 Ha bohr
1/R coefficient from R=20,30, c=1.00: 1.0002 Ha bohr
1/R coefficient, interacting: 1.0019 Ha bohr
R=10: interacting 9.094 eV, 1/R = 2.721 eV
R=10, c=0.00: Omega = 4.067 eV, error -5.027 eV
R=10, c=0.25: Omega = 5.279 eV, error -3.815 eV
R=10, c=0.50: Omega = 6.503 eV, error -2.592 eV
R=10, c=1.00: Omega = 8.981 eV, error -0.113 eV
LDA HOMO too high by 7.823 eV
finished without a failed check
```
